\section*{Zeros of the tunnel splitting of a biaxial spin in hard-axis field}

\section{Problem}

A spin of fixed length $S=10$ has the giant-spin Hamiltonian
\begin{equation}
H=-D S_z^2+E\,(S_x^2-S_y^2)-h S_x ,\qquad D>E>0 . \label{H}
\end{equation}
Atomic units are used in the algebra, $\hbar=1$ and $\mu_B=1/2$. A classical spin along $z$, $y$ or $x$ has zero-field energy $-DS^2$, $-ES^2$ or $+ES^2$, so $z$ is the easy, $y$ the medium and $x$ the hard axis. The Zeeman energy $+g\mu_B\mathbf B\cdot\mathbf S$ equals $-hS_x$ with $h=g\mu_B B$ for a field $B$ along $-x$. A rotation by $\pi$ about $z$ turns $h$ into $-h$, so the spectrum is even in $h$. The tunnel splitting $\Delta(h)$ is the gap between the two lowest levels.

Find all fields at which $\Delta=0$, and the ground energy at the highest such field. Evaluate for the model parameters $D=3\times10^{-5}$ eV, $E=5\times10^{-6}$ eV, $g=2$.

\section{A tempting solution}

Take the basis $S_z|m\rangle=m|m\rangle$, $S_+|m\rangle=c_m|m+1\rangle$, $c_m=\sqrt{(S-m)(S+m+1)}$. With $S_\pm=S_x\pm iS_y$ one has $S_x=\tfrac12(S_++S_-)$ and $S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2)$, so $H$ is real and symmetric with
\begin{equation}
H_{m+1,m}=-\tfrac12 h\,c_m,\qquad H_{m+2,m}=\tfrac12E\,c_mc_{m+1}. \label{zel}
\end{equation}
Two arguments seem to forbid a zero. First, the Perron--Frobenius theorem gives a nondegenerate ground state to a matrix whose basis states are all connected by hopping, and for $h\neq0$ the field links every $m$ to $m\pm1$. Second, two levels of a real symmetric matrix meet when two conditions hold, equal diagonal elements and zero coupling in their $2\times2$ block, and one parameter $h$ cannot be expected to satisfy two conditions. The conclusion would be that no field gives $\Delta=0$, and that the field merely adds tunnelling paths to those opened by $E$.

\section{The fault}

The theorem has a sign condition. Let $A$ be real symmetric with $A_{ij}\le0$ for $i\ne j$ and all states connected, and let $\psi$ be a real lowest eigenvector. Replacing $\psi_i$ by $|\psi_i|$ cannot raise $\sum A_{ij}\psi_i\psi_j$, so $|\psi|$ is also a lowest eigenvector. If $\psi_i=0$, row $i$ of the eigenvalue equation reads $\sum_{j\neq i}A_{ij}|\psi_j|=0$, a sum of terms of one sign, so all neighbours of $i$ vanish, and by connectedness $\psi=0$. No lowest eigenvector therefore has a zero component. Two independent ones could be combined to cancel a component, so the level is simple and $\psi=\pm|\psi|$.

In (\ref{zel}) the $E$ element is positive, and no choice of phases repairs this. The product $H_{m,m+2}H_{m+2,m+1}H_{m+1,m}=\tfrac18Eh^2c_m^2c_{m+1}^2$ around a triangle is unchanged by rephasing the states. It is positive, whereas three negative elements give a negative product. One $E$ step and two field steps connect the same states with amplitudes of opposite sign.

The argument is correct for the medium axis. There $-hS_y=\tfrac{ih}{2}(S_+-S_-)$. With $|m\rangle\to e^{i\alpha m}|m\rangle$ and $e^{-i\alpha}=i$, the element $H_{m+1,m}=\tfrac{ih}{2}c_m$ is multiplied by $i$ and becomes $-\tfrac h2c_m$, while $H_{m+2,m}$ is multiplied by $i^2=-1$. All elements are negative for $h>0$, and $\Delta>0$ at every nonzero field along $y$.

The counting argument fails because of a symmetry. The operator
\begin{equation}
R=e^{i\pi(S-S_x)}
\end{equation}
is a rotation by $\pi$ about $x$ up to a phase. It keeps $S_x$ and reverses $S_y$ and $S_z$, so $[R,H]=0$. Levels of opposite $R$ are uncoupled at every $h$, and a single condition is left for a crossing.

\section{Solution}

\subsection{Parity sectors}

Using $S_x^2+S_y^2+S_z^2=S(S+1)$ to remove $S_y^2$,
\begin{equation}
H=-E\,S(S+1)+2E\,S_x^2-(D-E)\,S_z^2-hS_x . \label{H2}
\end{equation}
Represent the spin by two Schwinger bosons with $a^\dagger a+b^\dagger b=2S$, quantized along $x$:
\begin{equation}
S_x=\tfrac12(a^\dagger a-b^\dagger b),\quad S_z=\tfrac12(L_++L_-),\quad L_+=a^\dagger b=S_z-iS_y,\quad L_-=L_+^\dagger .
\end{equation}
The triple $(S_z,-S_y,S_x)$ obeys the cyclic commutation rules because $[S_z,-S_y]=iS_x$. The states $|\mu\rangle=(a^\dagger)^{S+\mu}(b^\dagger)^{S-\mu}|0\rangle/\sqrt{(S+\mu)!\,(S-\mu)!}$ have $S_x=\mu$ and $L_+|\mu\rangle=c_\mu|\mu+1\rangle$, and $R=(-1)^{b^\dagger b}=(-1)^{S-\mu}$, so $R^2=1$. From $L_+L_-+L_-L_+=2[S(S+1)-S_x^2]$ follows $S_z^2=\tfrac14(L_+^2+L_-^2)+\tfrac12[S(S+1)-S_x^2]$, and
\begin{align}
H_{\mu\mu}&=-E\,S(S+1)+2E\mu^2-h\mu-\tfrac12(D-E)\,[S(S+1)-\mu^2],\nonumber\\
H_{\mu+2,\mu}&=-\tfrac14(D-E)\,c_\mu c_{\mu+1}<0 . \label{xel}
\end{align}
For $S=10$ this is an even block $H_+$ with 11 states and an odd block $H_-$ with 10. Each is tridiagonal with nonzero off-diagonal elements. Its eigenvalue equation is a three-term recurrence that fixes an eigenvector from its first component, so all levels within a block are simple. The sign condition now holds inside each block, so the lowest vectors $\psi_\pm$, with energies $E_\pm$, have strictly positive components. A degenerate ground level needs one state from each block, hence $\Delta=0$ if and only if the signed gap $\delta=E_--E_+$ vanishes.

\subsection{Factorization}

The quadratic part of (\ref{H2}) is a difference of squares. Define $0<\theta<\pi/2$ by
\begin{equation}
\cos^2\theta=\frac{2E}{D+E},\qquad \sin^2\theta=\frac{D-E}{D+E},
\end{equation}
and let $S_{1,2}=\cos\theta\,S_x\pm\sin\theta\,S_z$, the spin components along $\mathbf n_{1,2}=(\cos\theta,0,\pm\sin\theta)$. In $S_1S_2$ the cross term is $\sin\theta\cos\theta\,(S_zS_x-S_xS_z)$, and in $S_2S_1$ it has the opposite sign. Therefore $\tfrac12\{S_1,S_2\}=\cos^2\theta\,S_x^2-\sin^2\theta\,S_z^2$, and also $S_1+S_2=2\cos\theta\,S_x$. For any number $\nu$,
\begin{equation}
\tfrac12\{S_1-\nu,S_2-\nu\}-\nu^2=\cos^2\theta\,S_x^2-\sin^2\theta\,S_z^2-2\nu\cos\theta\,S_x .
\end{equation}
Multiplied by $D+E$ this gives the operator part of (\ref{H2}) if $h=2(D+E)\cos\theta\,\nu$:
\begin{align}
H&=-E\,S(S+1)+(D+E)\Big[\tfrac12\{S_1-\nu,S_2-\nu\}-\nu^2\Big],\label{fac}\\
\nu&=h/h_0,\qquad h_0=2(D+E)\cos\theta=2\sqrt{2E(E+D)} .
\end{align}

\subsection{The basis of $S_1$}

For $\mathbf n=(\cos\beta,0,\sin\beta)$, the operator $2\,\mathbf S\cdot\mathbf n$ is the form in $(a,b)$ with matrix $\begin{pmatrix}\cos\beta&\sin\beta\\ \sin\beta&-\cos\beta\end{pmatrix}$, whose eigenvectors are $(\cos\frac\beta2,\sin\frac\beta2)$ for $+1$ and $(-\sin\frac\beta2,\cos\frac\beta2)$ for $-1$. With $\beta=\pm\theta$ define
\begin{equation}
u_{1,2}^\dagger=\cos\tfrac\theta2\,a^\dagger\pm\sin\tfrac\theta2\,b^\dagger,\qquad v_{1,2}^\dagger=\mp\sin\tfrac\theta2\,a^\dagger+\cos\tfrac\theta2\,b^\dagger .
\end{equation}
Then $S_i=\tfrac12(u_i^\dagger u_i-v_i^\dagger v_i)$, and the state with $S_i=m$ is proportional to $(u_i^\dagger)^{S+m}(v_i^\dagger)^{S-m}|0\rangle$.

Let $\mathbf t=(\sin\theta,0,-\cos\theta)$, orthogonal to $\mathbf n_1$, and $T=\mathbf S\cdot\mathbf t$. The $x$ component of $\cos2\theta\,\mathbf n_1+\sin2\theta\,\mathbf t$ is $\cos(2\theta-\theta)=\cos\theta$ and its $z$ component is $\sin(\theta-2\theta)=-\sin\theta$, so $S_2=\cos2\theta\,S_1+\sin2\theta\,T$. Multiplying out, $u_1^\dagger v_1+v_1^\dagger u_1=-\sin\theta\,(a^\dagger a-b^\dagger b)+\cos\theta\,(a^\dagger b+b^\dagger a)=-2T$. In the $S_1$ basis $T$ thus has the elements $\langle m+1|T|m\rangle=-\tfrac12c_m$, their transposes, and no others. The anticommutator splits into
\begin{equation}
\tfrac12\{S_1-\nu,S_2-\nu\}=(S_1-\nu)(\cos2\theta\,S_1-\nu)+\tfrac12\sin2\theta\,\{S_1-\nu,T\}.
\end{equation}
The first term minus $\nu^2$ is $\cos2\theta\,m^2-\nu m(1+\cos2\theta)$, with $(D+E)\cos2\theta=2E-(D-E)=3E-D$ and $(D+E)(1+\cos2\theta)=4E$. The second carries the factor $\tfrac12[(m+1-\nu)+(m-\nu)]$. Hence
\begin{align}
H_{mm}&=-E\,S(S+1)+(3E-D)m^2-4E\nu m,\nonumber\\
H_{m+1,m}&=-\tfrac12(D+E)\sin2\theta\,\big(m+\tfrac12-\nu\big)c_m . \label{tri}
\end{align}
The matrix is a chain, and one link is cut when $\nu=m_0+\tfrac12$ with $m_0\in\{-S,\dots,S-1\}$.

\subsection{Doublets at a cut}

Take such a $\nu\ge0$; negative values follow from $h\to-h$. Let $P_1$ project on $S_1>\nu$, that is on $m=m_0+1,\dots,S$, which are $d=S-\nu+\tfrac12$ states. The cut means $[H,P_1]=0$. Since $RS_1R^{-1}=S_2$, the projector on $S_2>\nu$ is $P_2=RP_1R^{-1}$.

The ranges of $P_1$ and $P_2$ share no nonzero vector. A state is a homogeneous polynomial of degree $2S$ in the creation operators. The determinant of the coefficients of $u_1^\dagger,u_2^\dagger$ is $-\sin\theta\neq0$, so they can serve as variables: $f=\sum_jf_j\,(u_1^\dagger)^j(u_2^\dagger)^{2S-j}$. In the range of $P_1$ every term contains $(u_1^\dagger)^k$ with $k=S+m_0+1=S+\nu+\tfrac12$, so $f_j=0$ for $j<k$. In the range of $P_2$, $f_j=0$ for $j>2S-k$. Because $2k=2S+2\nu+1>2S$, no $j$ survives.

In the $d\times d$ block the links have $m+\tfrac12-\nu=m-m_0\ge1$, so by the recurrence argument the block has $d$ distinct eigenvalues. Let $\varphi$ be one eigenvector. Then $R\varphi$ has the same energy and lies in the range of $P_2$, so $R\varphi\neq\pm\varphi$, and $\varphi+R\varphi$ and $\varphi-R\varphi$ are nonzero eigenvectors of even and odd parity. Each block eigenvalue occurs in both $H_+$ and $H_-$, which gives $d$ doublets.

The ground level is one of them. The binomial expansion of $(u_1^\dagger)^{2S}|0\rangle/\sqrt{(2S)!}$ gives
\begin{equation}
\langle\mu|S_1{=}S\rangle=\binom{2S}{S+\mu}^{1/2}\cos^{S+\mu}\tfrac\theta2\,\sin^{S-\mu}\tfrac\theta2>0 .
\end{equation}
This state lies in the range of $P_1$ and has a positive overlap with the positive vectors $\psi_\pm$, so $P_1\psi_\pm\ne0$. As $P_1$ commutes with $H$, $P_1\psi_+$ is a block eigenvector with energy $E_+$. Then $E_+$ is also a level of $H_-$, so $E_-\le E_+$. The same step from $\psi_-$ gives $E_+\le E_-$. Hence $\delta=0$, and the ground energy is the lowest eigenvalue of the $d\times d$ block.

\subsection{No other zeros}

Let $E_{+i}$ and $E_{-j}$ be all levels of the two blocks and $\chi_-(\lambda)=\det(\lambda-H_-)=\prod_j(\lambda-E_{-j})$. The product of all even--odd gaps is
\begin{equation}
\Pi(h)=\prod_{i,j}(E_{+i}-E_{-j})=\prod_i\chi_-(E_{+i})=\det\chi_-(H_+).
\end{equation}
The coefficients of $\chi_-$ and the entries of $H_+$ are polynomials in $h$, so $\Pi$ is a polynomial. For $h\to\infty$ each level is $-h\mu$ plus a bounded term, so $\Pi/h^{110}\to\prod(\mu'-\mu)$ over the $11\times10=110$ pairs of even $\mu$ and odd $\mu'$. This limit is nonzero, and the degree is 110. Simple eigenvalues are differentiable in $h$, so at a cut the $d$ vanishing factors make $\Pi$ vanish at least to order $d=S-|\nu|+\tfrac12$. These orders add up to $2(1+2+\dots+10)=110$, which exhausts the degree:
\begin{equation}
\Pi(h)=\prod_{\mu,\mu'}(\mu'-\mu)\ \prod_{\nu}(h-\nu h_0)^{S-|\nu|+1/2}. \label{prod}
\end{equation}
No even level meets an odd level at any other field, there are exactly $d$ doublets at each cut, and each vanishing gap is linear in $h-\nu h_0$, since a higher order would exceed the degree. The splitting of (\ref{H}) therefore vanishes at, and only at,
\begin{equation}
B=\nu\,\frac{2\sqrt{2E(E+D)}}{g\mu_B},\qquad \nu=\pm\tfrac12,\pm\tfrac32,\dots,\pm\big(S-\tfrac12\big). \label{res}
\end{equation}
These are 20 equally spaced fields for $S=10$. The set is finite and does not contain $B=0$. At large $h$ the ground state is $\mu=S$, which is even, so $\delta>0$ above the last zero. It changes sign at each zero, which gives the sign $(-1)^{S-\nu}$ at integer $\nu$ from $0$ to $S$.

For half-integer $S$ the same steps apply with integer $\nu$. Both blocks have $S+\tfrac12$ states, and the orders add up to $(S+\tfrac12)+(S-\tfrac12)(S+\tfrac12)=(S+\tfrac12)^2$, again the degree. The zero at $\nu=0$, with $S+\tfrac12$ doublets, is the Kramers degeneracy.

\subsection{The highest zero}

At $\nu=S-\tfrac12$ the block has one state, and (\ref{tri}) with $m=S$ gives
\begin{equation}
E_0=-E(S^2+S)+(3E-D)S^2-4E\big(S^2-\tfrac S2\big)=-DS^2-ES(2S-1). \label{E0}
\end{equation}
The ground states are the coherent states $|1\rangle=|S_1{=}S\rangle$ and $|2\rangle=R|1\rangle=|S_2{=}S\rangle$, and $\psi_\pm\propto|1\rangle\pm|2\rangle$. The slope of $\delta$ follows from the Hellmann--Feynman theorem in each block, $dE_\pm/dh=-\langle S_x\rangle_\pm$. All $2S$ bosons occupy one orbital. The orbital overlap is $\cos^2\frac\theta2-\sin^2\frac\theta2=\cos\theta$, so $\langle1|2\rangle=s=\cos^{2S}\theta$. The one-boson element of $a^\dagger a-b^\dagger b$ between $u_1$ and $u_2$ is $\cos^2\frac\theta2+\sin^2\frac\theta2=1$, so $\langle1|S_x|2\rangle=2S\cdot\tfrac12\cdot\cos^{2S-1}\theta$, while $\langle1|S_x|1\rangle=\langle2|S_x|2\rangle=S\cos\theta$. With $p=\cos\theta$ and $q=\cos^{2S-1}\theta$,
\begin{equation}
\frac{d\delta}{dh}=S\Big[\frac{p+q}{1+s}-\frac{p-q}{1-s}\Big]=\frac{2S(q-ps)}{1-s^2}=\frac{2S\cos^{2S-1}\theta\,\sin^2\theta}{1-\cos^{4S}\theta}. \label{slope}
\end{equation}

\subsection{Limiting cases}

As $E\to D$, $\theta\to0$ and $h_0\to4E$. Equation (\ref{H2}) becomes diagonal, $2E\mu^2-h\mu$ plus a constant, and $\mu$ crosses $\mu+1$ at $h=2E(2\mu+1)=4E(\mu+\tfrac12)$, as (\ref{res}) requires. As $E\to0$, $h_0\simeq2\sqrt{2ED}\to0$ and all zeros collapse onto $h=0$, where $m=\pm S$ are degenerate. At $E=0$ and $h\ne0$ the positive elements in (\ref{zel}) are gone and the Perron--Frobenius argument is valid.

For a classical vector of length $S$, (\ref{H2}) at fixed $S_x$ is lowest for $S_y=0$, which leaves $-DS^2+(D+E)S_x^2-hS_x$. Its minimum is at $S_x=h/[2(D+E)]$, and the two wells at $\pm S_z$ merge at $h_c=2(D+E)S$. The last zero lies at $h/h_c=(1-\frac1{2S})\cos\theta<1$, inside the double-well range.

\section{Numbers}

With $D+E=3.5\times10^{-5}$ eV, $\cos^2\theta=1.0/3.5=0.285714$ and $\theta=57.69^\circ$. The spacing is
\begin{equation}
h_0=2\sqrt{2\,(5\times10^{-6})(3.5\times10^{-5})}\ \text{eV}=3.7417\times10^{-5}\ \text{eV},
\end{equation}
and division by $g\mu_B=2\times5.7884\times10^{-5}$ eV/T gives $0.3232$ T. The saturation value is $h_c=2(3.5\times10^{-5})(10)=7.0\times10^{-4}$ eV, and the last zero sits at $0.95\sqrt{0.285714}=0.5078$ of it.

At integer $\nu$ the gap $\delta$ lies about ten orders of magnitude below the level energies for $\nu\le5$, and about six orders below them at $\nu=10$, so 50-digit arithmetic was used near the zeros. A scan of $\delta$ from the blocks (\ref{xel}) on an even grid over $0\le h\le h_c$ shows ten sign changes. Secant refinement, with $E_\pm$ from Newton's method on the characteristic recurrence, places them at half-odd $\nu$ to about $10^{-41}$, the rounding level of the arithmetic. The ground energies and doublet counts below come from diagonalizing the $21\times21$ matrix in the $S_z$ basis at $h=\nu h_0$.

\begin{center}
\begin{tabular}{cccc}
$\nu$ & $B$ (T) & $E_0$ ($10^{-3}$ eV) & doublets\\
0.5 & 0.1616 & $-3.0070$ & 10\\
1.5 & 0.4848 & $-3.0279$ & 9\\
2.5 & 0.8080 & $-3.0697$ & 8\\
3.5 & 1.1312 & $-3.1323$ & 7\\
4.5 & 1.4544 & $-3.2159$ & 6\\
5.5 & 1.7776 & $-3.3205$ & 5\\
6.5 & 2.1008 & $-3.4461$ & 4\\
7.5 & 2.4240 & $-3.5928$ & 3\\
8.5 & 2.7472 & $-3.7607$ & 2\\
9.5 & 3.0704 & $-3.9500$ & 1
\end{tabular}
\end{center}

The last energy is (\ref{E0}): $-100(3\times10^{-5})-190(5\times10^{-6})=-3.950\times10^{-3}$ eV. Halfway between zeros, $\delta$ is $+7.19\times10^{-14}$ eV at $\nu=0$, $-7.80\times10^{-14}$ eV at $\nu=1$, $+9.98\times10^{-14}$ eV at $\nu=2$, $-6.14\times10^{-13}$ eV at $\nu=5$ and $-2.83\times10^{-10}$ eV at $\nu=9$. Half a spacing above the last zero, at $\nu=10$, it is $+7.38\times10^{-9}$ eV. The signs are $(-1)^{S-\nu}$. The magnitude at integer $\nu$ grows by five orders from $\nu=0$ to $\nu=10$, but between these fields the gap passes through the zeros that the tempting solution excludes. A finite difference gives the dimensionless slope $d\delta/dh=-6.16\times10^{-9}$ at the first zero and $+9.69\times10^{-5}$ at the last. The latter is (\ref{slope}): $20\,(2/7)^{19/2}(5/7)=9.69\times10^{-5}$, the term $\cos^{40}\theta=(2/7)^{20}$ in the denominator being negligible at this precision.

\section{Where the result fails}

The proof uses the symmetry $R$ and the form (\ref{fac}). The form implies the symmetry, because $R$ exchanges $S_1$ and $S_2$, so a perturbation can break both or the form alone.

A field tilted by $\phi$ toward $y$ adds $-h\sin\phi\,S_y$, which is odd under $R$ and couples the even and odd blocks. With $\phi=1^\circ$ and field magnitude $h_0/2$, diagonalization of the complex Hermitian $21\times21$ matrix in 50 digits gives $\Delta=2.38\times10^{-15}$ eV, about 3\% of the zero-field value $7.19\times10^{-14}$ eV. The smallness is special to the $y$ direction. The same tilt toward the easy axis adds $-h\sin\phi\,S_z$, also odd under $R$, which biases one well against the other by about $2Sh\sin\phi$ and gives $\Delta=6.5\times10^{-6}$ eV.

A fourth-order term $C(S_+^4+S_-^4)$ commutes with $R$, which exchanges $S_+$ and $S_-$. Even and odd levels stay uncoupled, and since $\delta$ changes sign at each zero and is continuous in $C$, the zeros persist for small enough $C$. The term is quartic in the spin components and is not of the form (\ref{fac}), so the cut chain no longer fixes their positions. For $C=-10^{-10}$ eV, diagonalization in the combinations $|m\rangle\pm|{-m}\rangle$ gives $\delta(0)=9.71\times10^{-14}$ eV. The direction of this change follows at leading order in $E/D$ and $C$. In a path from $-S$ to $S$, one $C$ step has amplitude $C\,c_mc_{m+1}c_{m+2}c_{m+3}$ and replaces two $E$ steps with the same four factors times $(E/2)^2$ divided by a negative energy denominator, so a negative $C$ adds to the amplitude. The first two zeros move to $\nu=0.5176$ and $1.5511$. The pair $\pm0.5176$ is $1.035$ apart and the next interval is $1.034$, so the spacing is neither $h_0$ nor uniform, although $|C|/E$ is $2\times10^{-5}$. The range of small $C$ is narrow. For these $D$ and $E$, $\delta$ changes sign ten times at positive field for $C=-10^{-10}$ eV, but only eight times for $-3\times10^{-10}$ eV, six for $-10^{-9}$ eV and four for $-3\times10^{-9}$ eV, where the first zero lies near $\nu=0.76$. The count and spacing in (\ref{res}) belong to the quadratic Hamiltonian (\ref{H}) and do not carry over to a magnet with fourth-order anisotropy of that size.

Numbers in the example were calculated in double precision.
